**Compton traces and the Klein–Nishina formula**

The program tests the averaged squared amplitude 2e⁴[b/a + a/b + 2m²(1/a − 1/b) + m⁴(1/a − 1/b)²], where a = p·k, b = p·k', p is the initial electron momentum, k and k' are the incoming and outgoing photon momenta, and m is the electron mass. It also tests the rest-frame cross section (r_e²/2)(ω'/ω)²[ω'/ω + ω/ω' − sin²θ], where ω and ω' are the photon energies, θ is the scattering angle and r_e is the classical electron radius. It asserts that all four traces, computed from explicit Dirac matrices at random momenta and for three masses, agree with their closed forms. It asserts that the amplitude vanishes when either polarization vector is replaced by its photon momentum, and that sums over spinors and transverse polarizations reproduce the invariant result. The cross section is compared with one built from spinor amplitudes, the flux factor and a narrow Gaussian in place of the energy delta function, including the Thomson limit. For a photon energy equal to the electron rest energy, the output gives 14.9 mb/sr at 90° and an integrated cross section of 0.287 barn, which is 0.431 of the Thomson value. It also shows that the division of the squared amplitude among the diagrams depends on the polarization sum used, while the total does not.

## Program and output

```python
"""Unpolarized Compton scattering e(p) + photon(k) -> e(pf) + photon(kf).

Result under test, with a = p.k, b = p.kf, electron mass m, hbar = c = 1:
  (1/4) sum |M|^2 = 2 e^4 [b/a + a/b + 2 m^2 (1/a-1/b) + m^4 (1/a-1/b)^2]
and, for an electron initially at rest (photon energies w, wf; angle theta),
  dsigma/dOmega = (r_e^2/2) (wf/w)^2 [wf/w + w/wf - sin(theta)^2],
where r_e = alpha/m is the classical electron radius.
Labels: s = diagram absorbing k first, u = diagram emitting kf first.
Metric (+,-,-,-); spinors normalized to ubar u = 2m.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

METRIC = np.array([1.0, -1.0, -1.0, -1.0])
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
ZERO2 = np.zeros((2, 2))
GAMMA = np.array([np.diag([1, 1, -1, -1]).astype(complex)]
                 + [np.block([[ZERO2, s], [-s, ZERO2]]) for s in PAULI])
ONE = np.eye(4)


def dot(x, y):
    return float(np.sum(METRIC * x * y))


def slash(x):
    return np.einsum('m,mab->ab', METRIC * x, GAMMA)


def contract(matrix):
    """gamma^mu matrix gamma_mu, by explicit summation."""
    return sum(METRIC[i] * GAMMA[i] @ matrix @ GAMMA[i] for i in range(4))


def dirac_bar(matrix):
    return GAMMA[0] @ matrix.conj().T @ GAMMA[0]


def final_momenta(p, k, direction):
    """Outgoing momenta fixed by conservation and the mass shell."""
    ray = np.concatenate([[1.0], direction])
    kf = dot(p, k) / dot(p + k, ray) * ray
    return p + k - kf, kf


def diagram_matrices(p, k, kf, m):
    """Matrices with upper indices (outgoing photon, incoming photon)."""
    s_line = slash(p + k) + m * ONE
    u_line = slash(p - kf) + m * ONE
    s = np.array([[GAMMA[i] @ s_line @ GAMMA[j] for j in range(4)]
                  for i in range(4)])
    u = np.array([[GAMMA[j] @ u_line @ GAMMA[i] for j in range(4)]
                  for i in range(4)])
    return s, u


def explicit_traces(p, k, pf, kf, m):
    """2x2 array [[T_ss, T_su], [T_us, T_uu]] from Dirac matrices."""
    chains = diagram_matrices(p, k, kf, m)
    left, middle = slash(pf) + m * ONE, slash(p) + m * ONE
    result = np.zeros((2, 2), complex)
    for x in range(2):
        for y in range(2):
            for i in range(4):
                for j in range(4):
                    result[x, y] += METRIC[i] * METRIC[j] * np.trace(
                        left @ chains[x][i, j] @ middle
                        @ dirac_bar(chains[y][i, j]))
    assert np.max(np.abs(result.imag)) < 1e-9 * np.max(np.abs(result))
    return result.real


def spinors(p, m):
    return [(slash(p) + m * ONE)[:, s] / np.sqrt(p[0] + m) for s in range(2)]


def transverse_vectors(k):
    n = k[1:] / np.linalg.norm(k[1:])
    helper = np.eye(3)[np.argmin(np.abs(n))]
    e1 = np.cross(n, helper)
    e1 /= np.linalg.norm(e1)
    return [np.concatenate([[0.0], e]) for e in (e1, np.cross(n, e1))]


def transverse_sums(p, k, pf, kf, m):
    """Spin and physical-polarization sums of amplitude products, over e^4."""
    s, u = diagram_matrices(p, k, kf, m)
    weighted = (s / (2 * dot(p, k)), -u / (2 * dot(p, kf)))
    total = np.zeros((2, 2), complex)
    for e_in in transverse_vectors(k):
        for e_out in transverse_vectors(kf):
            mats = [np.einsum('m,n,mnab->ab', METRIC * e_out, METRIC * e_in, w)
                    for w in weighted]
            for u_in in spinors(p, m):
                for u_out in spinors(pf, m):
                    amp = np.array([u_out.conj() @ GAMMA[0] @ x @ u_in
                                    for x in mats])
                    total += np.outer(amp, amp.conj())
    return total.real


def invariant_formula(a, b, m):
    d = 1 / a - 1 / b
    return 2 * (b / a + a / b + 2 * m**2 * d + m**4 * d**2)


def compton_energy(w, c):
    """Scattered photon energy, in units of the electron mass."""
    return w / (1 + w * (1 - c))


def klein_nishina(w, c):
    """Differential cross section in r_e^2 per steradian, with m = 1."""
    r = compton_energy(w, c) / w
    return 0.5 * r**2 * (r + 1 / r - (1 - c**2))


def rest_kinematics(w, c):
    p = np.array([1.0, 0, 0, 0])
    k = np.array([w, 0, 0, w])
    pf, kf = final_momenta(p, k, np.array([np.sqrt(1 - c**2), 0, c]))
    return p, k, pf, kf


def cross_section_from_definition(w, c):
    """Spinor amplitudes, flux and a narrow Gaussian for the energy delta."""
    def recoil_energy(x):
        return np.sqrt(1 + w**2 + x**2 - 2 * w * x * c)

    def energy_gap(x):
        return 1 + w - x - recoil_energy(x)

    root = brentq(energy_gap, 0, 2 * w, xtol=1e-14 * w)
    assert abs(root / compton_energy(w, c) - 1) < 1e-9
    width = 3e-4 * w
    x = np.linspace(root - 10 * width, root + 10 * width, 801)
    delta = np.exp(-0.5 * (energy_gap(x) / width)**2)
    delta /= width * np.sqrt(2 * np.pi)
    phase_space = np.sum(x / recoil_energy(x) * delta) * (x[1] - x[0])
    assert abs(phase_space / (root**2 / w) - 1) < 2e-5  # finite Gaussian width
    mean_square = transverse_sums(*rest_kinematics(w, c), 1.0).sum() / 4
    # e^4 = 16 pi^2 alpha^2 cancels the 16 pi^2 of two-body phase space
    return mean_square * phase_space / (4 * w)


# Traces, invariants, gauge cancellation and full sum in general frames
rng = np.random.default_rng(7)
for m in (0.3, 1.0, 2.7):
    for trial in range(4):
        p3, k3, n = rng.normal(size=(3, 3))
        n /= np.linalg.norm(n)
        p = np.concatenate([[np.sqrt(m**2 + p3 @ p3)], p3])
        k = np.concatenate([[np.linalg.norm(k3)], k3])
        pf, kf = final_momenta(p, k, n)
        a, b = dot(p, k), dot(p, kf)
        P, Q = p + k, p - kf
        found = [dot(pf, pf), dot(pf, kf), dot(pf, k), dot(k, kf),
                 dot(p, pf), dot(P, Q), dot(P, P), dot(Q, Q)]
        expected = [m**2, a, b, a - b, m**2 + a - b, m**2,
                    m**2 + 2 * a, m**2 - 2 * b]
        assert np.allclose(found, expected, rtol=1e-9, atol=1e-9)

        # Contraction rules used to reduce the traces
        sp, sP, sQ = slash(p), slash(P), slash(Q)
        assert np.allclose(contract(sp + m * ONE), 4 * m * ONE - 2 * sp)
        assert np.allclose(contract(sP @ sQ), 4 * dot(P, Q) * ONE)
        assert np.allclose(contract(sP @ sQ @ sp), -2 * sp @ sQ @ sP)
        for j in range(4):
            lhs = contract((sP + m * ONE) @ GAMMA[j] @ (sp + m * ONE))
            rhs = (-2 * sp @ GAMMA[j] @ sP + 4 * m * (P + p)[j] * ONE
                   - 2 * m**2 * GAMMA[j])
            assert np.allclose(lhs, rhs)
        reduced = 4 * np.trace((2 * m * ONE - slash(pf)) @ (sP + m * ONE)
                               @ (2 * m * ONE - sp) @ (sP + m * ONE)).real

        T = explicit_traces(p, k, pf, kf, m)
        cross = 16 * m**2 * (2 * m**2 + a - b)
        formula = np.array([[32 * (m**4 + m**2 * a + a * b), cross],
                            [cross, 32 * (m**4 - m**2 * b + a * b)]])
        scale = np.max(np.abs(T))
        assert np.max(np.abs(T - formula)) < 1e-9 * scale
        assert abs(reduced - T[0, 0]) < 1e-9 * scale

        # Replacing either polarization by its photon momentum gives zero
        s, u = diagram_matrices(p, k, kf, m)
        s_amp, u_amp = s / (2 * a), -u / (2 * b)
        for momentum, rule in ((k, 'n,mnab->mab'), (kf, 'm,mnab->nab')):
            s_part = np.einsum(rule, METRIC * momentum, s_amp)
            u_part = np.einsum(rule, METRIC * momentum, u_amp)
            for u_in in spinors(p, m):
                for u_out in spinors(pf, m):
                    row = u_out.conj() @ GAMMA[0]
                    s_vec = np.array([row @ x @ u_in for x in s_part])
                    u_vec = np.array([row @ x @ u_in for x in u_part])
                    current = np.array([row @ g @ u_in for g in GAMMA])
                    size = np.max(np.abs(s_vec))
                    assert size > 1e-6
                    assert np.max(np.abs(s_vec + u_vec)) < 1e-8 * size
                    assert np.max(np.abs(s_vec - current)) < 1e-8 * size

        physical = transverse_sums(p, k, pf, kf, m).sum() / 4
        assert abs(physical / invariant_formula(a, b, m) - 1) < 1e-8

# Rest-frame cross section from its definition, and the low-energy limit
for w in (0.2, 1.0, 3.0):
    for c in (-0.8, 0.1, 0.75):
        direct = cross_section_from_definition(w, c)
        assert abs(direct / klein_nishina(w, c) - 1) < 5e-5  # Gaussian width
for c in (-0.9, 0.0, 0.6):
    low = cross_section_from_definition(1e-4, c)
    assert abs(low / (0.5 * (1 + c**2)) - 1) < 1e-3  # corrections of order w/m

# Worked example: photon energy equal to the electron rest energy
w, c = 1.0, 0.0
p, k, pf, kf = rest_kinematics(w, c)
a, b = dot(p, k), dot(p, kf)
T = explicit_traces(p, k, pf, kf, 1.0)
parts = np.array([T[0, 0] / (4 * a**2), -(T[0, 1] + T[1, 0]) / (4 * a * b),
                  T[1, 1] / (4 * b**2)])
tr = transverse_sums(p, k, pf, kf, 1.0)
tr_parts = np.array([tr[0, 0], tr[0, 1] + tr[1, 0], tr[1, 1]])
assert abs(parts.sum() - tr_parts.sum()) < 1e-10
assert np.max(np.abs(parts - tr_parts)) > 1.0

# Angular integral: formula by quadrature, definition by Gauss-Legendre
total = 2 * np.pi * quad(lambda x: klein_nishina(w, x), -1, 1)[0]
nodes, weights = np.polynomial.legendre.leggauss(16)
total_direct = 2 * np.pi * sum(
    g * cross_section_from_definition(w, x) for x, g in zip(nodes, weights))
assert abs(total_direct / total - 1) < 5e-5  # Gaussian width
thomson_total = 2 * np.pi * quad(lambda x: 0.5 * (1 + x**2), -1, 1)[0]
assert abs(thomson_total - 8 * np.pi / 3) < 1e-10

# Physical units
rest_keV = const.m_e * const.c**2 / const.e / 1e3
r_e = const.alpha * const.hbar / (const.m_e * const.c)
assert abs(r_e / const.physical_constants['classical electron radius'][0]
           - 1) < 1e-7
bohr = const.physical_constants['Bohr radius'][0]
re2_barn = r_e**2 / 1e-28
re2_bohr = (r_e / bohr)**2
kn = klein_nishina(w, c)

print(f"electron rest energy = {rest_keV:.3f} keV")
print(f"fine-structure constant alpha = {const.alpha:.8f} (dimensionless)")
print(f"classical electron radius r_e = {r_e * 1e15:.5f} fm")
print(f"r_e^2 = {re2_barn * 1e3:.4f} mb")
print("EXAMPLE: photon energy = electron rest energy, theta = 90 deg")
print(f"incoming photon energy = {w * rest_keV:.3f} keV")
print(f"scattered photon energy = {kf[0] * rest_keV:.3f} keV")
print(f"recoil kinetic energy = {(pf[0] - 1) * rest_keV:.3f} keV")
print(f"a = p.k = {a:.4f} m^2")
print(f"b = p.k' = {b:.4f} m^2")
print(f"trace T_ss = {T[0, 0]:.4f} m^4")
print(f"trace T_su = {T[0, 1]:.4f} m^4")
print(f"trace T_us = {T[1, 0]:.4f} m^4")
print(f"trace T_uu = {T[1, 1]:.4f} m^4")
print("Contributions to sum |M|^2 / e^4 (dimensionless):")
for label, x, y in zip(("ss", "su+us", "uu"), parts, tr_parts):
    print(f"  {label}: -g sums {x:.4f}; transverse sums {y:.4f}")
print(f"  total: -g sums {parts.sum():.4f}; transverse {tr_parts.sum():.4f}")
print(f"averaged |M|^2 / e^4 = {parts.sum() / 4:.4f} (dimensionless)")
print(f"dsigma/dOmega = {kn:.4f} r_e^2/sr")
print(f"dsigma/dOmega = {kn * re2_barn * 1e3:.4f} mb/sr")
print(f"dsigma/dOmega = {kn * re2_bohr:.4e} a0^2/sr")
print(f"Thomson value at 90 deg = {0.5 * re2_barn * 1e3:.4f} mb/sr")
print("ANGULAR TABLE at the same incoming energy")
for degrees in (0, 60, 90, 120, 180):
    x = np.cos(np.radians(degrees))
    print(f"  theta {degrees:3d} deg: k' energy "
          f"{compton_energy(w, x) * rest_keV:.3f} keV, dsigma/dOmega "
          f"{klein_nishina(w, x) * re2_barn * 1e3:.4f} mb/sr")
print(f"integrated cross section = {total * re2_barn:.5f} barn")
print(f"integrated cross section = {total * re2_bohr:.4e} a0^2")
print(f"Thomson integrated value = {thomson_total * re2_barn:.5f} barn")
print(f"ratio to Thomson = {total / thomson_total:.5f} (dimensionless)")
print("all assertions hold")
```

Printed output:

```
electron rest energy = 510.999 keV
fine-structure constant alpha = 0.00729735 (dimensionless)
classical electron radius r_e = 2.81794 fm
r_e^2 = 79.4079 mb
EXAMPLE: photon energy = electron rest energy, theta = 90 deg
incoming photon energy = 510.999 keV
scattered photon energy = 255.499 keV
recoil kinetic energy = 255.499 keV
a = p.k = 1.0000 m^2
b = p.k' = 0.5000 m^2
trace T_ss = 80.0000 m^4
trace T_su = 40.0000 m^4
trace T_us = 40.0000 m^4
trace T_uu = 32.0000 m^4
Contributions to sum |M|^2 / e^4 (dimensionless):
  ss: -g sums 20.0000; transverse sums 12.0000
  su+us: -g sums -40.0000; transverse sums -12.0000
  uu: -g sums 32.0000; transverse sums 12.0000
  total: -g sums 12.0000; transverse 12.0000
averaged |M|^2 / e^4 = 3.0000 (dimensionless)
dsigma/dOmega = 0.1875 r_e^2/sr
dsigma/dOmega = 14.8890 mb/sr
dsigma/dOmega = 5.3170e-10 a0^2/sr
Thomson value at 90 deg = 39.7039 mb/sr
ANGULAR TABLE at the same incoming energy
  theta   0 deg: k' energy 510.999 keV, dsigma/dOmega 79.4079 mb/sr
  theta  60 deg: k' energy 340.666 keV, dsigma/dOmega 24.9988 mb/sr
  theta  90 deg: k' energy 255.499 keV, dsigma/dOmega 14.8890 mb/sr
  theta 120 deg: k' energy 204.400 keV, dsigma/dOmega 13.6582 mb/sr
  theta 180 deg: k' energy 170.333 keV, dsigma/dOmega 14.7052 mb/sr
integrated cross section = 0.28654 barn
integrated cross section = 1.0233e-08 a0^2
Thomson integrated value = 0.66525 barn
ratio to Thomson = 0.43073 (dimensionless)
all assertions hold
```
